# Jellium image plane and the metal term in the Helmholtz capacitance, part 2

Where does the charge added to a metal electrode sit, and how does its position affect the inner-layer capacitance $C_H$? The metal is jellium: a rigid background of density $\bar n=3/(4\pi r_s^3)$ fills $x<0$. Hartree atomic units and Gaussian electrostatics are used. A vacuum gap of 1 bohr has 16.732 μF/cm², and 1 μC/cm² is $1.7478\times10^{-4}$ e/bohr².

With electron density $n$, the charge density is $\rho=\bar n\,\theta(-x)-n$ and $\sigma=\int\rho\,dx$. The electrostatic energy $v$ of an electron is zero deep in the metal and obeys $v''=4\pi\rho$ in vacuum. The neutral surface has dipole barrier $\chi_0$. The excess charge has centroid $\bar x$, and its last increment has centroid $x_{\rm im}=d(\sigma\bar x)/d\sigma=\int x\,\partial_\sigma\rho\,dx$, so $dv(d)/d\sigma=4\pi(d-x_{\rm im})$ at a plane $d$ beyond the electrons. The parts of this moment from $x<0$ and $x>0$ are the inner and outer moments.

The solvent has $\epsilon(x)=1$ up to $d_1$ and $\epsilon$ from there to $d_2=d_1+t$. With $G(x)$ the fraction of induced charge beyond $x$,
$$\frac1{4\pi C_H}=\ell_S-x_{\rm im}+\Big[\int_{d_1}^\infty G\,dx-\frac1\epsilon\int_{d_1}^{d_2}G\,dx\Big],\qquad \ell_S=d_1+\frac t\epsilon.\tag{4}$$
If no electron density reaches $d_1$, this takes the additive form
$$\frac1{C_H}=4\pi\,[\ell_S-x_{\rm im}(\sigma)].\tag{5}$$

The Kohn–Sham (LDA) states obey $\psi_k''=(2v_{\rm eff}-k^2)\psi_k$, with $v_{\rm eff}=v+\mu_{xc}(n)-\mu_{xc}(\bar n)$. They decay outside, tend to $\sin(kx-\gamma_k)$ inside, and give
$$n(x)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k^2\,dk.\tag{6}$$
With $P$ the pressure of the uniform electron gas, force balance for a vacuum gap gives
$$v(0)=\frac{P+2\pi\sigma^2}{\bar n}.\tag{7}$$
$$x_{\rm im}(\sigma)=\int_0^\infty x\,\frac{\partial\rho}{\partial\sigma}\,dx-\frac\sigma{\bar n},\qquad \frac1{C_M}=\frac{4\pi\sigma}{\bar n}-4\pi\int_0^\infty x\,\frac{\partial\rho}{\partial\sigma}\,dx.\tag{8}$$
Here $C_M$ is the metal term, $1/C_M=-4\pi x_{\rm im}$. A sharp electron edge retreating under positive charge has $x_{\rm im}=-\sigma/\bar n$.

In the comparison "wall" model, Thomas–Fermi electrons behind a hard wall at $x=0$ have $x_{\rm im}=-1/\kappa$ at zero charge, with $\kappa^2=4k_F/\pi$.

## 6. Computing the induced charge

A small change $\delta v_{\rm eff}$ at fixed $k$ obeys $\tfrac12\delta\psi''+(\tfrac12k^2-v_{\rm eff})\delta\psi=\delta v_{\rm eff}\,\psi$. Let $\eta_k$ be the second solution, tending to $\cos(kx-\gamma_k)$ inside. The Wronskian is constant and equals its bulk value, $\psi'\eta-\psi\eta'=k\cos^2+k\sin^2=k$. The function $G_k=c\,\psi_k(x_>)\eta_k(x_<)$ has a slope jump $ck$ at $x=x'$, and $\tfrac12G_k''\sim\delta(x-x')$ needs a jump of 2, so $c=2/k$. The solution $\delta\psi=\int G_k\,\delta v_{\rm eff}\,\psi\,dx'$ decays outside. Deep inside it is $(2/k)\cos(kx-\gamma_k)\int\psi^2\delta v_{\rm eff}$, a change of phase with the amplitude unchanged at first order, as (6) requires. With $\delta(\psi^2)=2\psi\,\delta\psi$,
$$\chi^0(x,x')=\frac1{\pi^2}\int_0^{k_F}dk\,(k_F^2-k^2)\,\frac4k\,\psi_k(x)\,\psi_k(x')\,\psi_k(x_>)\,\eta_k(x_<).$$
Match to the bulk at $x=-L$, where $v=0$, and fix the field $4\pi\sigma$ at the far end of the vacuum. The potential with these conditions is
$$v(x)=4\pi\sigma(x+L)+\int K_H(x,x')\,[n-\bar n\theta(-x')]\,dx',\qquad K_H=4\pi[\min(x,x')+L].$$
It vanishes at $-L$, and its slope $4\pi\sigma+4\pi\int_{x'>x}(n-\bar n\theta)$ tends to $4\pi\sigma$ and has derivative $4\pi\rho$. Differentiating $v_{\rm eff}$ with respect to $\sigma$, with $f_{xc}=d\mu_{xc}/dn$ and $\partial_\sigma n=\chi^0\,\partial_\sigma v_{\rm eff}$,
$$\big[1-(K_H+f_{xc})\chi^0\big]\,\partial_\sigma v_{\rm eff}=4\pi(x+L).$$
The boundary conditions do not force the field to vanish inside the metal, so that $\int\partial_\sigma\rho\,dx=1$ near the surface is a result of the solution and can be tested.

## 7. Tests and the dependence on density

The equations were solved with Slater exchange and Perdew–Wang correlation for round model densities, with no material implied; the full numerical output follows the text. The level of theory leaves out ion cores, d bands, the image tail of the potential that the LDA lacks, and the Pauli repulsion and bonding between electrons and solvent.

The following were tested. The screening charge is 1.0000 at all four densities, the lowest-$k$ state is nodeless, and $\partial_\sigma\rho$ is positive outside the edge wherever the density is resolved. Rule (7) holds to the printed digits: $v(0)$ and $P/\bar n$ are both 0.02483 Ha at $r_s=3$, and both $-0.00634$ Ha at $r_s=5$, where the gas is under tension and the rigid background sustains it. The centroid of the response charge agrees with $d-(dv(d)/d\sigma)/4\pi$ taken from differences of separately converged charged surfaces, which do not depend on $\chi^0$: 1.3106 against 1.3108 bohr at $r_s=3$, and 1.1656 against 1.1664 at $r_s=5$. The inner moment is 0.0000 bohr. The slopes of $x_{\rm im}$ and $\bar x$ at $r_s=3$, $-0.1242$ and $-0.0621$ bohr/(μC/cm²), are in the ratio 2. A deeper matching point, a finer grid or a longer vacuum changes $x_{\rm im}(0)$ at $r_s=3$ by about $10^{-5}$ bohr or less.

The solvent takes the round values $d_1=3$ bohr, $t=5$ bohr, $\epsilon=10$, so $\ell_S=3+5/10=3.5$ bohr and the metal-free value is $16.732/3.5=4.78$ μF/cm². For $r_s=3$, $x_{\rm im}(0)=1.311$ bohr (0.69 Å), and
$$\frac1{C_M}=-\frac{1.311}{16.732}=-0.0783\ \text{cm}^2/\mu\text{F},\qquad C_H=\frac{16.732}{3.5-1.311}=7.64\ \mu\text{F/cm}^2.$$
As a series sum, $1/4.781-0.0783=0.2092-0.0783=0.1309$ cm²/μF, the inverse of 7.64. The wall model gives $16.732/(3.5+1.108)=3.63$ μF/cm². These magnitudes belong to the chosen $\ell_S$ and are not meant to match experiment: inner-layer capacitances of metals in water are typically some tens of μF/cm², and 30 μF/cm² would need $\ell_S-x_{\rm im}=16.732/30=0.56$ bohr against 2.19 bohr here.

At zero charge, with $x_{\rm im}$ in bohr and $C_H$ in μF/cm²:

| $r_s$ | $x_{\rm im}$ | additive | dielectric | wall |
|---|---|---|---|---|
| 2 | 1.53 | 8.47 | 7.59 | 3.80 |
| 3 | 1.31 | 7.64 | 6.92 | 3.63 |
| 4 | 1.22 | 7.35 | 6.60 | 3.50 |
| 5 | 1.17 | 7.17 | 6.39 | 3.39 |

The column "dielectric" comes from self-consistent solutions with $\epsilon(x)$ inside Poisson's equation, the dielectric and its field being continued past $d_2$ to the end of the vacuum region, with the potential read at $d_2$. A gap of 3 bohr does not satisfy the no-overlap condition. At $r_s=3$ the effective position $\ell_S-1/4\pi C_H$ is 1.081 bohr in place of 1.311, giving $16.732/(3.5-1.081)=6.92$ μF/cm². The additive values exceed the dielectric ones by 10 to 12% of the latter, the direction that (4) gives for a frozen response. For a gap of 8 bohr the discrepancy in position falls from 0.23 to 0.003 bohr, as it should when the overlap disappears.

Both $x_{\rm im}(0)$ and the dielectric $C_H$ rise with density over the four points, and this ordering was tested. It is a computed property of LDA jellium for $r_s$ from 2 to 5 at fixed $\ell_S$; equation (8), together with the numerically checked condition $\partial_\sigma\rho>0$ outside the edge, fixes the sign of $x_{\rm im}(0)$ but not its trend. The dependence is weak: $\bar n$ grows by the factor $0.02984/0.00191\approx16$, $x_{\rm im}$ by 31%, and $C_H$ by 18% (additive) or 19% (dielectric). A difference of $d_1$ between two metals enters (5) on the same footing as the 0.36 bohr spread of $x_{\rm im}$ and can mask it. The wall model also gives a $C_H$ that rises with density, because $1/\kappa$ shrinks, so the trend alone does not distinguish the two pictures; the position relative to 4.78 μF/cm² does.

The decay length of the far tail does not explain the trend. There $v_{\rm eff}$ tends to a constant and the states near the Fermi level give a density that falls as $e^{-2\sqrt{2W}x}$ times a power of $x$, while the work function $W$ rises from 2.54 eV at $r_s=5$ to 3.79 eV at $r_s=2$, so the tail of the denser metal decays faster. The dipole barrier $\chi_0$ meanwhile grows from 0.31 to 6.60 eV. These numbers do not identify the cause of the trend, which is left here as a computed result.

## 8. Dependence on charge

For $r_s=3$, with $\sigma$ in μC/cm², moments in bohr and the additive $C_H$ in μF/cm²:

| $\sigma$ | outer | inner | $x_{\rm im}$ | $C_H$ |
|---|---|---|---|---|
| −2 | 1.567 | 0.040 | 1.606 | 8.84 |
| 0 | 1.311 | 0.000 | 1.311 | 7.64 |
| 10 | 0.710 | −0.198 | 0.512 | 5.60 |
| 20 | 0.442 | −0.395 | 0.047 | 4.85 |
| 40 | 0.191 | −0.791 | −0.600 | 4.08 |
| 60 | 0.085 | −1.186 | −1.101 | 3.64 |

The row at $-2$ is the most sensitive to the length of the vacuum region: going from 16 to 24 bohr raises $x_{\rm im}$ by a few $10^{-4}$ bohr, to 1.607, and leaves $C_H$ at 8.84. The inner moment follows (8) at every charge of the scan: at 10 μC/cm², $-\sigma/\bar n=-1.7478\times10^{-3}/0.00884=-0.198$ bohr. The quadratic term of (7) is $2\pi(1.7478\times10^{-3})^2/0.00884=0.00217$ Ha, equal to the computed rise of $v(0)$; at 40 μC/cm² both are 0.03473 Ha, sixteen times larger. The potential route gives 0.5120 bohr at 10 and $-0.3050$ bohr at 30 μC/cm², matching the centroids.

Near zero charge most of the motion is in the tail. Of the slope $-0.124$ bohr/(μC/cm²), the inner term $-1/\bar n$ supplies $-0.020$, or 16%, and the outer moment the remaining $-0.104$. The inner share is 7% at $r_s=2$ and 30% at $r_s=5$. At larger charge the outer moment, which decreases through all points of the scan, becomes small, and at 60 μC/cm² $x_{\rm im}$ lies within 0.09 bohr of the sharp-edge limit. The tangent at zero charge would reach $x_{\rm im}=0$ at $1.311/0.124\approx11$ μC/cm²; the computed sign change is near 21 μC/cm², where $\sigma/\bar n=21.2\times0.0198=0.42$ bohr has caught up with the outer moment. There $1/C_M=0$ and the additive $C_H$ equals the metal-free value. Beyond it the metal term is positive and lowers $C_H$, so in the additive model $C_H$ exceeds the metal-free value, for this density, only below about 21 μC/cm². The outer moment stays positive through the scan, so spill-out still raises $C_H$ relative to a sharp electron edge at $-\sigma/\bar n$; above 21 μC/cm² the retreat of the edge outweighs it. With the dielectric overlapping the tail the crossing can shift; it was not computed. These charges test (8) but lie beyond the electrochemical range: the field $\sigma/\epsilon_0$ in the gap is 2.4 V/Å at 21 and 6.8 V/Å at 60 μC/cm², and integrating $1/C_H$ puts these points about 3.7 V and 13 V from zero charge, where neither a rigid background nor a fixed $d_1$ and $\epsilon$ describes a real interface.

The slopes also limit the density trend. They steepen as the density falls, from $-0.081$ at $r_s=2$ to $-0.306$ bohr/(μC/cm²) at $r_s=5$. To first order in $\sigma$ a positive charge widens the spread in $x_{\rm im}$ between dense and dilute jellium, and a negative charge closes it. The tangents for $r_s=2$ and 5 cross at $\sigma=-(1.526-1.166)/(0.306-0.081)\approx-1.6$ μC/cm², and those for $r_s=4$ and 5 at $-(1.223-1.166)/(0.306-0.200)\approx-0.5$ μC/cm². These are linear extrapolations of vacuum slopes, not computed crossings. They apply to a tail exposed to the full field $4\pi\sigma$, whereas a dielectric divides that field by $\epsilon$ beyond $d_1$. They show that the ordering of $C_H$ by electron density, established here at zero charge, cannot be carried over to negative charge without a separate calculation.

## Computed values

```
1 uC/cm2 = 1.7478e-04 e/bohr2; vacuum gap of 1 bohr = 16.732 uF/cm2
model: gap 3.0 bohr, t 5.0 bohr, eps 10.0, lS 3.50 bohr
C_H without metal term = 4.781 uF/cm2
rs=2: nb 0.02984 bohr^-3, kF 0.9596 bohr^-1, W 3.788 eV, chi0 barrier 6.604 eV
  vH(0) 0.10106 Ha, P/nb 0.10106 Ha, screening charge 1.0000
  x_im centroid 1.5255, from potential 1.5256, inner 0.0000, hard wall -0.9047 bohr
  slopes x_im -0.0812, xbar -0.0406, -1/nb -0.0059 bohr/(uC/cm2)
  x_im 0.807 A; 1/C_M -0.0912 cm2/uF; effective x with dielectric 1.295 bohr
  C_H additive 8.47, with dielectric 7.59, hard wall 3.80 uF/cm2
rs=3: nb 0.00884 bohr^-3, kF 0.6397 bohr^-1, W 3.359 eV, chi0 barrier 2.215 eV
  vH(0) 0.02483 Ha, P/nb 0.02483 Ha, screening charge 1.0000
  x_im centroid 1.3106, from potential 1.3108, inner 0.0000, hard wall -1.1081 bohr
  slopes x_im -0.1242, xbar -0.0621, -1/nb -0.0198 bohr/(uC/cm2)
  x_im 0.694 A; 1/C_M -0.0783 cm2/uF; effective x with dielectric 1.081 bohr
  C_H additive 7.64, with dielectric 6.92, hard wall 3.63 uF/cm2
rs=4: nb 0.00373 bohr^-3, kF 0.4798 bohr^-1, W 2.906 eV, chi0 barrier 0.862 eV
  vH(0) 0.00222 Ha, P/nb 0.00222 Ha, screening charge 1.0000
  x_im centroid 1.2228, from potential 1.2231, inner 0.0000, hard wall -1.2796 bohr
  slopes x_im -0.1995, xbar -0.0997, -1/nb -0.0469 bohr/(uC/cm2)
  x_im 0.647 A; 1/C_M -0.0731 cm2/uF; effective x with dielectric 0.966 bohr
  C_H additive 7.35, with dielectric 6.60, hard wall 3.50 uF/cm2
rs=5: nb 0.00191 bohr^-3, kF 0.3838 bohr^-1, W 2.537 eV, chi0 barrier 0.306 eV
  vH(0) -0.00634 Ha, P/nb -0.00634 Ha, screening charge 1.0000
  x_im centroid 1.1656, from potential 1.1664, inner 0.0000, hard wall -1.4307 bohr
  slopes x_im -0.3062, xbar -0.1531, -1/nb -0.0915 bohr/(uC/cm2)
  x_im 0.617 A; 1/C_M -0.0697 cm2/uF; effective x with dielectric 0.881 bohr
  C_H additive 7.17, with dielectric 6.39, hard wall 3.39 uF/cm2
rs=3 additivity error: gap 3 bohr 0.2298, gap 8 bohr 0.0027 bohr
rs=3 change of x_im(0), depth 7 lambda_F: -4.2e-06 bohr
rs=3 change of x_im(0), step x0.75: -3.2e-06 bohr
rs=3 change of x_im(0), vacuum 20 bohr: 1.3e-05 bohr
rs=3 scan: sigma uC/cm2 | outer, inner, -sigma/nb, x_im bohr | 1/C_M cm2/uF | C_H uF/cm2
   -2 | 1.5667 0.0395 0.0395 1.6062 | -0.0960 | 8.84
   -1 | 1.4251 0.0198 0.0198 1.4449 | -0.0864 | 8.14
    0 | 1.3106 0.0000 -0.0000 1.3106 | -0.0783 | 7.64
    5 | 0.9344 -0.0988 -0.0988 0.8355 | -0.0499 | 6.28
   10 | 0.7097 -0.1977 -0.1977 0.5120 | -0.0306 | 5.60
   20 | 0.4419 -0.3953 -0.3953 0.0466 | -0.0028 | 4.85
   30 | 0.2880 -0.5930 -0.5930 -0.3050 | 0.0182 | 4.40
   40 | 0.1911 -0.7907 -0.7907 -0.5996 | 0.0358 | 4.08
   60 | 0.0851 -1.1860 -1.1860 -1.1009 | 0.0658 | 3.64
  sigma -2 uC/cm2: x_im from potential differences 1.6068 bohr
  sigma 10 uC/cm2: x_im from potential differences 0.5120 bohr
  sigma 30 uC/cm2: x_im from potential differences -0.3050 bohr
  sigma 10 uC/cm2: rise of vH(0) 0.00217 Ha, 2 pi sigma^2/nb 0.00217 Ha
  sigma 40 uC/cm2: rise of vH(0) 0.03473 Ha, 2 pi sigma^2/nb 0.03473 Ha
rs=3: x_im changes sign at sigma = 21.2 uC/cm2
```
